# Recursive Green Functions for the Conductance of a Square-Lattice Constriction

## The result

Take a strip of square lattice cut into $L$ slices, with a uniform, semi-infinite lead of $N$ rows on each side. Electrons are independent, coherent and spin-degenerate, and there is no magnetic field. The zero-temperature linear conductance is

$$
G=\frac{2e^2}{h}T(E_F),\qquad
T(E)=\mathrm{Tr}\left[\Gamma G_{1L}\Gamma G_{1L}^\dagger\right].
$$

Here $G_{1L}$ is the block of the retarded Green function joining the first and last slices, and $\Gamma$ describes escape into a lead. One sweep gives this block without inverting the whole matrix:

$$
G_l=\left(E-H_l-V_l^\dagger G_{l-1}V_l\right)^{-1},\qquad
G_{1,l}=G_{1,l-1}V_lG_l .
$$

The left lead is added to the first slice and the right lead to the last. For a uniform strip $T$ is the integer number of open modes, away from the mode thresholds. For a necked strip $T$ need not be an integer, but it equals the result of full inversion.

The algebra uses atomic units, $\hbar=m_e=e=1$; the factor $2e^2/h$ is written in ordinary units. Numerical energies are in eV and lengths in nm.

## One site, by hand

On a square grid of spacing $a$, the second difference along each direction replaces the second derivative:

$$
-\frac{1}{2m}\frac{\partial^2\psi}{\partial x^2}\to
-t(\psi_{l+1}+\psi_{l-1}-2\psi_l),\qquad t=\frac{1}{2ma^2}.
$$

Two directions give a site energy $2t+2t=4t$ and a hopping $-t$. A strip one row wide has no transverse neighbours, so with an extra site energy $U_l$

$$
E\psi_l=(4t+U_l)\psi_l-t\psi_{l-1}-t\psi_{l+1}.
$$

In a lead, $U_l=0$ and $\psi_l=e^{ikl}$, with $k$ dimensionless. Hence $E=4t-2t\cos k$.

**Removing the lead.** Let $g$ be the Green function on the end site of a half-infinite chain. Removing that site leaves an identical half-chain, so

$$
g=\frac{1}{E-4t-t^2g}
\quad\Rightarrow\quad
t^2g^2+2t\cos k\,g+1=0 .
$$

The roots are $g=(-\cos k\pm i\sin k)/t$. A retarded function has a negative imaginary part. For $0<k<\pi$ this selects

$$
g=-\frac{e^{ik}}{t},\qquad \Sigma=t^2g=-te^{ik},\qquad
\Gamma=i(\Sigma-\Sigma^*)=2t\sin k .
$$

**One impurity.** Put a single site with extra energy $U$ between two leads. Each lead contributes $\Sigma$:

$$
G_{11}=\frac{1}{E-4t-U-2\Sigma}
=\frac{1}{-2t\cos k-U+2t\cos k+2it\sin k}
=\frac{1}{2it\sin k-U}.
$$

Therefore

$$
T=\Gamma^2|G_{11}|^2=\frac{1}{1+\left(U/2t\sin k\right)^2}.
$$

For $a=0.1$ nm and the free-electron mass, $t=3.810$ eV. With $E=12$ eV and $U=5$ eV,

$$
\cos k=\frac{15.24-12}{7.62}=0.425,\quad \sin k=0.905,\quad
T=\frac{1}{1+(5/6.897)^2}=0.655 .
$$

The recursive calculation returns the same value, 0.655489 before rounding.

## Two sites: the recursion appears

For two sites, define $A_j=E-4t-U_j-\Sigma$. The matrix to invert has $A_1,A_2$ on its diagonal and $+t$ off it, because the Hamiltonian's $-t$ enters $E-H$ with a minus sign.

In the sweep, the first site gives $G_1=1/A_1$. Adding the second gives

$$
G_2=\frac{1}{A_2-t^2/A_1},\qquad
G_{12}=G_1(-t)G_2=\frac{-t}{A_1A_2-t^2}.
$$

This is the off-diagonal element of the directly inverted $2\times2$ matrix. If $U_1=U_2=0$, then $A_1=A_2=-2t\cos k+te^{ik}=-te^{-ik}$, and

$$
G_{12}=\frac{-t}{t^2(e^{-2ik}-1)}
=\frac{e^{ik}}{2it\sin k},\qquad
T=\Gamma^2|G_{12}|^2=1.
$$

## From sites to slices

**Adding a slice.** Let $P$ be the matrix $E-H-\Sigma_L$ for slices $1$ to $l-1$. Let $B=E-H_l$ for the new slice, including $-\Sigma_R$ if it is the last. Let $W$ be the Hamiltonian block coupling the old part to the new slice. The last block column $(X,Y)$ of the enlarged inverse obeys

$$
PX-WY=0,\qquad -W^\dagger X+BY=1 .
$$

The first equation gives $X=P^{-1}WY$. Substitution in the second gives $Y=(B-W^\dagger P^{-1}W)^{-1}$. Since $W$ touches only slice $l-1$, where its nonzero part is $V_l$, the product $W^\dagger P^{-1}W$ needs only the corner block $G_{l-1}$ of $P^{-1}$. Thus $Y=G_l$, and the first-slice part of $X$ is $G_{1,l-1}V_lG_l$. These are the stated recursions, and no approximation has entered.

Removed sites are hard walls. If adjacent slices have different open rows, $V_l$ is rectangular: it contains $-t$ where a row is open in both slices and zero elsewhere. The first and last slices have the full lead width.

**Transverse modes.** In a lead of $N$ rows the wave vanishes on rows $0$ and $N+1$, so the width is $(N+1)a$ and

$$
\chi_n(j)=\sqrt{\frac{2}{N+1}}\sin\frac{\pi nj}{N+1},\qquad
\varepsilon_n=4t-2t\cos\frac{\pi n}{N+1}.
$$

Each mode is a chain with $4t$ replaced by $\varepsilon_n$, so $E=\varepsilon_n-2t\cos k_n$. Put $c_n=(\varepsilon_n-E)/2t$. The mode is open if $|c_n|<1$, with $0<k_n<\pi$. Otherwise it is closed, and the decaying choice is

$$
e^{ik_n}=c_n-\mathrm{sgn}(c_n)\sqrt{c_n^2-1}.
$$

The lead matrices are

$$
\Sigma=\sum_n\chi_n(-te^{ik_n})\chi_n^T,\qquad
\Gamma=\sum_{n\,\mathrm{open}}\chi_n(2t\sin k_n)\chi_n^T .
$$

Closed modes drop out of $\Gamma$ because their $e^{ik_n}$ is real. They must stay in $\Sigma$, since the wave can penetrate into them near the constriction.

## Why the trace is the transmission

Send mode $m$ in from the left. For $l\le0$,

$$
\psi_l=\chi_me^{ik_ml}+\sum_nr_n\chi_ne^{-ik_nl}.
$$

The lead equation at slice 0 fixes the projection of $\psi_1$ on $\chi_n$ as the continuation of this form:

$$
(\psi_1)_n=\delta_{nm}e^{ik_m}+r_ne^{-ik_n}.
$$

Solving for $r_n$ and inserting it in $(\psi_0)_n=\delta_{nm}+r_n$ gives

$$
(\psi_0)_n=e^{ik_n}(\psi_1)_n+\delta_{nm}(1-e^{2ik_m}).
$$

Now insert $\psi_0$ in the equation for slice 1, $(E-H_1)\psi_1-V_2\psi_2+t\psi_0=0$. The term proportional to $\psi_1$ becomes $-\Sigma\psi_1$. The remainder is a source:

$$
(E-H_1-\Sigma)\psi_1-V_2\psi_2
=-t(1-e^{2ik_m})\chi_m=i\Gamma_me^{ik_m}\chi_m,
$$

where $\Gamma_m=2t\sin k_m$. The right lead carries outgoing waves, so it supplies its $\Sigma$ and no source. Hence $\psi_L=i\Gamma_me^{ik_m}G_{L1}\chi_m$, and the outgoing amplitude in mode $n$ is $\tau_{nm}=\chi_n^T\psi_L$.

The current between neighbouring slices is $2t\,\mathrm{Im}(\psi_l^\dagger\psi_{l+1})$. A mode of unit amplitude therefore carries $2t\sin k_n=\Gamma_n$. The transmitted fraction is

$$
T_{nm}=\frac{\Gamma_n}{\Gamma_m}|\tau_{nm}|^2
=\Gamma_n\Gamma_m|\chi_n^TG_{L1}\chi_m|^2 .
$$

Summing over open modes gives $\mathrm{Tr}[\Gamma G_{L1}\Gamma G_{L1}^\dagger]$. Without a magnetic field $H$ and $\Sigma$ are symmetric, so $G_{L1}=G_{1L}^T$. Transposing inside the trace then gives the form stated at the start.

To obtain the conductance, note that a mode has $dk/2\pi$ states per slice and spin. Its velocity, in slices per unit time, is $dE/dk$ in atomic units. The product is a rate $dE/2\pi$, or $dE/h$ in ordinary units, whatever the velocity. With two spins and lead occupations $f_L,f_R$,

$$
I=\frac{2e}{h}\int T(E)(f_L-f_R)\,dE .
$$

For a small voltage $V_b$, $f_L-f_R\simeq eV_b(-\partial f/\partial E)$, so

$$
G=\frac{2e^2}{h}\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE,
$$

which becomes $(2e^2/h)T(E_F)$ at zero temperature.

## The uniform strip

A uniform strip does not mix transverse modes. For one open mode, the first slice gives $G_1=-e^{ik}/t$. This is the fixed point of $g=1/(E-\varepsilon-t^2g)$, so it repeats until the last slice. There the second lead gives

$$
G_L=\frac{1}{-2t\cos k+2te^{ik}}=\frac{1}{2it\sin k}.
$$

Each step multiplies the end-to-end function by $(-t)(-e^{ik}/t)=e^{ik}$, apart from the last, which uses $G_L$. Thus

$$
G_{1L}=\frac{e^{ik(L-1)}}{2it\sin k},\qquad \Gamma^2|G_{1L}|^2=1.
$$

Every open mode contributes one, and every closed mode zero. At a threshold $\sin k=0$: $\Gamma$ vanishes while $G_{1L}$ diverges, so the formula must be read as a limit from one side.

For a strip with $N=27$, the width is 2.8 nm. At 1.0 eV four thresholds lie below the energy (0.048, 0.191, 0.428 and 0.755 eV), the fifth is at 1.168 eV, and $T=4$. The count is 25 at 15.0 eV, reaches all 27 modes at the band centre $4t=15.24$ eV, and falls to 4 at 29.5 eV, because lattice bands also have upper edges. This fall belongs to the grid and not to a free electron. At 1.0 eV and 50 random energies across the band, the recursion was tested against a count of crossings of diagonalised Bloch bands. The largest deviation from an integer was $1.5\times10^{-13}$.

## The algorithm and its cost

1. Build $\Sigma$ and $\Gamma$ from the lead modes at energy $E$.
2. Set $G_1=G_{1,1}=(E-H_1-\Sigma)^{-1}$.
3. For each later slice, form $V_l$, invert for $G_l$, and update $G_{1,l}$. Subtract $\Sigma$ also on the last slice.
4. Evaluate the trace.

If $L=1$, both self-energies enter step 2. The sweep costs about $LN^3$ operations, against $(LN)^3$ for dense inversion of a full strip, and its working blocks are at most $N\times N$.

An intermediate block can be singular at isolated energies, even when the final answer is finite. A bound state decoupled from the leads also makes the full inverse singular. One then uses $E+i\eta$ and takes $\eta\to0^+$.

## A neck in a filament

Consider a conducting filament in SiO$_2$, as in a resistive memory cell. The inputs are rough: a Fermi energy 1.0 eV above the filament band bottom, the free-electron mass, and an oxide barrier 3.0 eV above the Fermi level. The first calculation replaces that barrier by hard walls. The 2.8 nm strip narrows through 45-degree tapers to a neck 1.0 nm wide, straight for 1.4 nm. With $a=0.1$ nm there are 41 slices and 693 sites.

The neck has nine open rows. Its first threshold, measured from the band bottom, is

$$
2t\left(1-\cos\frac{\pi}{10}\right)=7.62(1-0.9511)=0.373\ \mathrm{eV}.
$$

The second is 1.455 eV, so one neck mode is open at 1.0 eV. Recursion and full inversion both give $T=0.9968878732$. In conventional units,

$$
G=0.997\times77.48\ \mu\mathrm{S}\simeq77\ \mu\mathrm{S},\qquad 1/G\simeq13\ \mathrm{k}\Omega .
$$

The agreement was also tested at 0.5 and 1.8 eV and, at 1.0 eV, for oxide walls, for random site energies within $\pm0.5$ eV, and for a tunnelling neck 0.4 nm wide. Over all six cases the largest relative difference was $6.7\times10^{-16}$. That measures the algebra; the physical accuracy is much lower. Refining the grid to 0.05 and 0.025 nm gives 0.9978 and 0.9981, so three decimals are already at the limit of the grid.

Solving directly for the incoming and outgoing waves gives $T=0.997$ and $R=3.003$. Their sum is the four incident modes: the wide lead offers four, and the neck passes about one. The eigenvalues of the transmission matrix confirm this, with 0.997 in the first channel and $1.1\times10^{-5}$ in the second.

With the neck held fixed, $T=0.018$ at 0.3 eV, below its first threshold, and 0.987 at 0.5 eV, above it. At 1.8 eV it is 1.897. At 1.3 eV it is 1.002, although the second threshold has not been reached. Since flux conservation limits each channel to one, this excess requires a tunnelling contribution from another channel. These values belong to the 0.1 nm grid: with $a=0.025$ nm, 0.987 becomes 0.994, 1.897 becomes 1.838, and the excess at 1.3 eV shrinks to 0.0002.

## What a real filament changes

**Oxide walls.** A finite barrier lets the wave enter the oxide. It also lowers the transverse levels: the hard-wall problem restricts the wave to the open sites, and relaxing such a restriction cannot raise the ordered levels. The table holds the Fermi energy at 1.0 eV and uses the filament mass in the oxide too.

| Neck width (nm) | $T$, hard walls | $T$, oxide walls |
|---|---:|---:|
| 0.4 | $1.4\times10^{-8}$ | 0.016 |
| 0.6 | 0.053 | 0.961 |
| 0.8 | 0.992 | 0.998 |
| 1.0 | 0.997 | 1.031 |
| 1.2 | 1.059 | 1.899 |
| 1.4 | 1.904 | 1.994 |

At 1.0 nm the correction is 3% on this grid and about 5% with $a=0.025$ nm. At 0.4 nm it is at least six orders of magnitude with the free mass in the oxide, and about five with an oxide mass of one half, which on a 0.05 nm grid lowers the oxide-wall value from 0.040 to 0.002 (and the 1.0 nm value from 1.042 to 1.006). Either way hard walls are useless for estimating tunnelling through so narrow a neck. Both entries there are themselves rough. The hard-wall threshold is 2.23 eV on this grid and 2.35 eV in the continuum, and the oxide-wall value rises about threefold when the grid is refined to 0.025 nm. Other entries also move with the grid: at 0.025 nm the hard-wall values for 0.6, 0.8 and 1.2 nm become 0.035, 0.987 and 1.035, and the oxide-wall values for 0.6 and 1.2 nm become 0.976 and 1.911. Under these fixed conditions, conductance near $2e^2/h$ is insensitive to the wall model at 0.8 and 1.0 nm, but not at 0.6 or 1.2 nm.

**Cross-section.** A circular hard-walled neck of diameter 1.0 nm has its first threshold at $j_{01}^2/(2mR^2)$, where $R$ is its radius and $j_{01}$ the first zero of the Bessel function $J_0$. This is 0.881 eV, leaving a margin of 0.12 eV below the Fermi energy instead of 0.63 eV. Adding the change of the lowest transverse level slice by slice gives $T\simeq0.995$ on this grid and 0.989 with $a=0.05$ nm, so it says only that $T$ is close to one. This estimate does not treat the higher circular modes. Nor is the value robust: so close to the threshold, lowering the energy by only 0.05 eV takes $T$ to about 0.7, and raising it by 0.05 eV gives about 0.95.

**Mass and charge.** Halving the mass doubles $t$. With hard walls and no other potential, $T$ depends on $E/t$ alone, so the result at 1.0 eV must equal the original one at 0.5 eV; both are 0.987 on this grid. An electron trapped in the oxide 1.0 nm from the axis, with relative permittivity 3.9, raises the energy on the axis by 0.37 eV. Its bare potential, cut off at the leads, gives $T=0.994$, a value that moves between 0.98 and 0.99 as the cut-off is placed farther out; screening over 1 nm gives 1.000. The bare shift is smaller than the planar neck's margin of 0.63 eV, but it exceeds the circular neck's margin of 0.12 eV, so the separate corrections cannot safely be added.

**Temperature and voltage.** Thermal averaging at 300 K or 358 K, and averaging the zero-bias $T(E)$ over a 0.1 V window, each change $T$ of the planar hard-walled neck by less than 0.001. Neither calculation includes heating or the redistribution of charge under bias.

**The device.** The chosen Fermi energy is low for an ordinary metal, where several eV is typical; a metallic filament of this width would open more modes. In the planar model, raising the energy to 2.5 eV already gives $T=1.997$ (1.992 with $a=0.025$ nm). Real filaments also have irregular atomic structure, inelastic scattering and series resistance, none of which is sized here. The value 77 $\mu$S is therefore a property of this model neck, and a measured conductance near it would not by itself establish a 1.0 nm width. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
hopping t at a = 0.1 nm: 3.8100 eV
lead rows N = 27, slices L = 41, neck rows = 9
sites in full matrix: 693
lead width 2.8 nm, neck width 1.0 nm
straight neck length 1.4 nm
Fermi energy 1.0 eV, oxide barrier above it 3.0 eV
lead thresholds 1-5 (eV): [0.0479 0.191  0.4276 0.7546 1.168 ]
neck thresholds 1-3 (eV): [0.3729 1.4553 3.1411]
lead self-energy, largest error / t: 7.5e-07
chain check: E = 12.0 eV, U = 5.0 eV, T = 0.655489
uniform strip, E =  0.3 eV: T = 2.00000000, modes = 2
uniform strip, E =  1.0 eV: T = 4.00000000, modes = 4
uniform strip, E =  2.0 eV: T = 6.00000000, modes = 6
uniform strip, E = 15.0 eV: T = 25.00000000, modes = 25
uniform strip, E = 29.5 eV: T = 4.00000000, modes = 4
uniform strip, largest deviation from integer: 1.5e-13
neck T by recursion:      0.9968878732
neck T by full inversion: 0.9968878732
largest relative difference, six necks: 6.7e-16
wave matching: T = 0.996888, R = 3.003112
transmission eigenvalues: 9.969e-01 1.083e-05 2.282e-14 1.309e-22
G0 = 77.4809 microsiemens
neck conductance = 77.240 microsiemens
neck, E = 0.3 eV: T = 0.01766
neck, E = 0.5 eV: T = 0.98658
neck, E = 0.7 eV: T = 0.98496
neck, E = 1.3 eV: T = 1.00162
neck, E = 1.8 eV: T = 1.89682
neck, E = 2.5 eV: T = 1.99727
neck 0.4 nm: T hard = 1.4201e-08, T oxide walls = 1.6457e-02
neck 0.6 nm: T hard = 5.2702e-02, T oxide walls = 9.6138e-01
neck 0.8 nm: T hard = 9.9189e-01, T oxide walls = 9.9845e-01
neck 1.0 nm: T hard = 9.9689e-01, T oxide walls = 1.0307e+00
neck 1.2 nm: T hard = 1.0589e+00, T oxide walls = 1.8986e+00
neck 1.4 nm: T hard = 1.9036e+00, T oxide walls = 1.9939e+00
finer lattice: T(0.05 nm) = 0.99784, T(0.025 nm) = 0.99810
circular neck, continuum threshold: 0.8814 eV
circular neck, adiabatic estimate: T = 0.99536
effective mass 0.5 m_e: T = 0.98658
trap 1.0 nm from axis, relative permittivity 3.9: bare shift on axis 0.3692 eV
trapped electron, bare: T = 0.99397
trapped electron, screened over 1 nm: T = 0.99964
300 K: kT = 0.02585 eV, thermal G/G0 = 0.99699
358 K: kT = 0.03085 eV, thermal G/G0 = 0.99704
0.1 V read window: mean T = 0.99693
```
